Random crystallization in an amorphous volume and its competition with epitaxy, part 2

An amorphous solid is held at fixed temperature from t = 0. Nuclei appear at random at the rate I per unit amorphous volume and time. Each starts as a point and grows at speed v in all directions until it meets other crystal. Lengths are in nm and times in s.

The half-space z < 0 is a single crystal, and the material at z > 0 is amorphous at t = 0. The crystal grows upward as a flat front, also at speed v, which stands at z = vt wherever random grains have not stopped it. Nuclei form in the volume and not at the interface. We seek P(z), the fraction of the plane at height z that becomes epitaxial. By dimensions it is a function of I z⁴/v.

Nucleus i, appearing at rᵢ at time tᵢ, has at the point r the free arrival time

Aᵢ(r) = tᵢ + |r − rᵢ|/v.

Without the seed, r crystallizes at the smallest free arrival time, even when grains block one another (section 3). Phantom nuclei, fictitious ones added at the rate I in crystalline material, do not change the crystallized region (section 4). A phantom p appears at rₚ at time tₚ. Real and phantom nuclei together form a uniform Poisson process.

The past cone of (r, t) contains the positions and times from which a nucleus would reach r before t. At time t′ its cross-section is a ball of radius v(t − t′) about r. The cone is empty with probability exp(−M), where M, the extended fraction, is the mean number of nuclei in it. In an unbounded volume without a seed, the amorphous fraction X, the half time t_half and the final grain density N follow from

X(t) = exp(−π I v³ t⁴/3) = exp[−(t/t₀)⁴],  t₀ = [3/(π I v³)]^(1/4),

t_half = (ln 2)^(1/4) t₀,

∫₀^∞ X dt = Γ(5/4) t₀,  N = I Γ(5/4) t₀,

where Γ is the gamma function.

The model parameters of section 10, at 900 K, are v = 0.1 nm/s and I = 10⁻¹¹ nm⁻³ s⁻¹. They give t₀ = 3126 s, t_half = 2852 s, N = 2.83 × 10⁻⁸ nm⁻³, and X = 0.846, 0.428 and 0.069 at 2000, 3000 and 4000 s.

### 13. Who reaches a point first

The seed front, if free, reaches the point r at height z at time

A_s(r) = z/v.

The point becomes epitaxial if this is earlier than the free arrival time of every nucleus. The argument is that of section 3, with the seed as one more competitor. Suppose a grain j had blocked the vertical path of the front at a lower point q. Then Aⱼ(q) ≤ A_s(q), and the triangle inequality gives

Aⱼ(r) ≤ Aⱼ(q) + |r − q|/v ≤ A_s(q) + |r − q|/v = A_s(r).

So j would also win at r. If the front wins at r, it must have won everywhere on the vertical line below r. In each column the epitaxial crystal is therefore one unbroken piece, extending from the substrate to a definite height.

Phantom nuclei are again harmless. One kind lies inside a random grain and was dealt with in section 4. The other kind lies in epitaxial crystal, at a point rₚ with A_s(rₚ) ≤ tₚ. The height difference between r and rₚ is at most |r − rₚ|, so

A_s(r) ≤ A_s(rₚ) + |r − rₚ|/v ≤ Aₚ(r).

Such a phantom cannot beat the front at any point. All nuclei at z > 0 may thus be treated as a uniform Poisson process.

### 14. The epitaxial fraction

A point at height z is epitaxial if no nucleus reaches it before t = z/v. A nucleus that appears at time t′ must for this lie within the distance

R = v(z/v − t′) = z − vt′.

The lowest point of this ball is at height

z − R = vt′,

which is the height of the front at that moment. At every earlier time the ball touches the front from above and lies wholly in the region the front has not yet reached. The seed removes no part of the cone, and the full count of nuclei applies:

M = I ∫₀^(z/v) (4π/3)(z − vt′)³ dt′.

With R = z − vt′ we have dt′ = −dR/v, and the limits run from R = z to R = 0. Reversing them absorbs the minus sign:

M = (4π I/3v) ∫₀ᶻ R³ dR = (4π I/3v)(z⁴/4) = π I z⁴/(3v).

Therefore

P(z) = exp[−π I z⁴/(3v)] = X(z/v).

The fraction of the front still advancing at time t equals the amorphous fraction that an unbounded volume would have at that time.

The same geometry describes the material ahead of the front. For a point at height z > vt, the ball of radius v(t − t′) has its lowest point at z − vt + vt′, which is above vt′. No part of its cone is lost either, so the amorphous fraction at every height above vt is X(t). Below vt everything is crystalline. The bulk law thus holds right up to the front.

### 15. How thick the epitaxial layer becomes

Let the epitaxial crystal in a given column end at height ζ. Because it is unbroken, P(z) is the probability that ζ exceeds z. The mean of ζ is the integral of this probability:

L = ∫₀^∞ P(z) dz.

With z = vt and P(vt) = X(t),

L = v ∫₀^∞ X dt = v Γ(5/4) t₀ = Γ(5/4) [3v/(π I)]^(1/4).

The last form uses v × (v³)^(−1/4) = v^(1/4). Comparison with N = I Γ(5/4) t₀ gives a relation between the epitaxial thickness and the grain density of the unseeded bulk:

L = v N/I.

Both are set by how long amorphous material lasts. While it lasts, the front advances at speed v and nuclei appear at rate I.

The fourth root makes L insensitive to the rates. Doubling L requires v/I to rise by a factor of 16. Read the other way, an error of a factor of 2 in a measured nucleation rate changes the predicted thickness by a factor of only 2^(1/4), about 1.2.

For thin layers, P(z) ≈ 1 − π I z⁴/(3v). If a fraction ε of the plane at height z may be lost to random grains, with ε small, the permitted height is

z_ε ≈ [3vε/(π I)]^(1/4).

A delay τ before nucleation begins also raises the epitaxial fraction. The front starts at once, and the integral over t′ starts at τ, where R = z − vτ. Hence

P(z) = exp[−π I (z − vτ)⁴/(3v)] for z > vτ,

and P(z) = 1 below. In this model the first vτ of the layer is free of random grains.

### 16. A film with a free surface

Let the amorphous film end at z = h with a surface at which no extra nucleation takes place. A ball of radius R about a point at height z reaches up to z + R, and its largest radius is z. If z ≤ h/2, every ball fits inside the film and P(z) is unchanged. A layer is therefore deep, for the purpose of P(z), if its thickness is at least 2z.

Above the middle of the film, the larger balls stick out through the surface. The part outside contains no material and sends no grains. Write a = h − z for the distance from the point to the surface. The cap of a ball of radius R > a beyond the surface has the volume

∫ₐᴿ π(R² − y²) dy = π[R²(R − a) − (R³ − a³)/3] = (π/3)(R − a)²(2R + a).

The number of nuclei to be subtracted from M is the integral of I times this volume over time, with |dt′| = dR/v and R running from a to z. Put w = R − a, so that 2R + a = 2w + 3a, and let W = z − a = 2z − h. Then

ΔM = (π I/3v) ∫₀ᵂ (2w³ + 3a w²) dw = (π I/3v)(W⁴/2 + a W³).

Taking out W³ leaves W/2 + a = (z − h/2) + (h − z) = h/2. The result is

P(z) = exp{−(π I/3v)[z⁴ − h(2z − h)³/2]} for h/2 ≤ z ≤ h.

At z = h/2 the correction vanishes, as it must. At the top, z = h, the bracket is h⁴/2, and

P(h) = exp[−π I h⁴/(6v)].

This is the square root of the value at the same height in a deep layer, because half of every ball is missing. The gain depends on a surface that does not nucleate grains. If it does, those grains add to M and can reverse the conclusion.

### 17. A front faster than the grains

Let the front move at v_s and the grains at a smaller speed v_g. The front would reach height z at z/v_s. At the earlier time t′ the relevant ball has radius v_g(z/v_s − t′), which is smaller than the distance z − v_s t′ to the front. It lies ahead of the front, and the mean number of nuclei in the cone is

M = (4π/3) I v_g³ (z/v_s)⁴/4 = π I v_g³ z⁴/(3 v_s⁴).

If the cone contains a nucleus, a random grain takes the point before the front can arrive. The front cannot cut off that grain on its way, since the grain's path to the point stays ahead of the front. An empty cone is thus necessary for epitaxy. It is no longer sufficient, because a grain lower down may stand in the way of the front even though it is too slow to reach the point itself in time. Hence

P(z) ≤ exp[−π I v_g³ z⁴/(3 v_s⁴)].

This is a bound and not an estimate of P. The actual value depends on how the fast front closes in behind the grains it passes.

### 18. Temperature

Let both rates be thermally activated, with energies E_v for growth and E_I for nucleation:

v ∝ exp(−E_v/kT),  I ∝ exp(−E_I/kT),

where k is Boltzmann's constant and T the temperature. Since L ∝ (v/I)^(1/4),

L ∝ exp[(E_I − E_v)/(4kT)].

Since t_half ∝ (I v³)^(−1/4),

t_half ∝ exp[(E_I + 3E_v)/(4kT)].

If E_I > E_v, cooling increases the epitaxial thickness, at the price of a longer anneal. If E_I is positive but smaller than E_v, a hotter anneal gives both a thicker epitaxial layer and a shorter time. These statements hold over a range in which each rate follows a single activation energy.

The temperature may also change during the anneal. Let s be the distance the free front has covered, so that ds = v dt. Measured in s, every grain and the front grow at unit speed, and nuclei appear at the rate I/v per unit volume and unit s. The derivation of section 14 then gives

P(z) = exp[−(4π/3) ∫₀ᶻ (I/v)(z − s)³ ds],

where I/v is taken at the moment when the free front stands at s. This assumes that v remains common to front and grains, and that both rates follow the temperature without delay. The weight (z − s)³ is largest at the start. A nucleus formed early has the most time to grow into the path of the front, so a high ratio I/v does most damage at the beginning of the anneal.

### 19. Numbers for the competition

Use the parameters of section 10 at 900 K, v = 0.1 nm/s and I = 10⁻¹¹ nm⁻³ s⁻¹. The front would reach 300 nm after 300/0.1 s = 3000 s. The epitaxial fraction there is the bulk value at 3000 s, P = 0.428. At 200 nm it is 0.846, and at 400 nm it is 0.069. The mean thickness follows from the grain density:

L = v N/I = 0.1 × 2.833 × 10⁻⁸/10⁻¹¹ nm = 283 nm, or 0.283 µm.

If the film ends at 300 nm, the epitaxial fraction at its top is the square root of 0.428, which is 0.654. The simulated value is 0.659 with a standard error of 0.008, so the deep-layer formula is clearly excluded there.

Now choose E_v = 2.5 eV and E_I = 4.5 eV, again as model values. The energy that governs the thickness is (4.5 − 2.5)/4 eV = 0.5 eV. The one that governs the half time is (4.5 + 7.5)/4 eV = 3.0 eV. At 1000 K the rates are v = 2.51 nm/s and I = 3.31 × 10⁻⁹ nm⁻³ s⁻¹. Growth is 25 times faster than at 900 K, but nucleation is 331 times faster. The thickness falls by the factor

(331/25.1)^(1/4) = 1.9,

from 283 nm to 149 nm. The half time falls from 2852 s to 59.6 s, a factor of about 48. At a height of 200 nm the epitaxial fraction drops from 0.846 to 0.110. With these parameters, the hotter anneal saves most of the time and loses about half of the epitaxial layer.

The numerical output lists the simulated counterparts. The epitaxial fractions and mean thicknesses at both temperatures, and the fraction at the film top, pass tests at five standard errors. The two activation energies extracted from the simulations are 0.500 eV and 3.008 eV, each with a sampling uncertainty of about 0.01 eV. The runs at the two temperatures are the same problem in scaled units, so these values confirm the scaling with I and v. They do not test the assumed Arrhenius forms, which are inputs. The tests cover equal speeds, constant temperature and immediate nucleation. The extensions to a nucleation delay, a faster front and a changing temperature, and the film formula between its middle and its top, rest on the derivations given here.

Computed values

```
activation energy of growth speed: 2.5 eV
activation energy of nucleation rate: 4.5 eV
--- temperature: 900 K
growth speed v: 0.1 nm/s
nucleation rate I: 1e-11 nm^-3 s^-1
time scale t0: 3126 s
half time: 2852 s; simulated 2877 s
t = 2000 s: extended fraction 0.1676, untransformed 0.8457; simulated 0.8525 +- 0.0033
t = 3000 s: extended fraction 0.8482, untransformed 0.4282; simulated 0.4395 +- 0.0060
t = 4000 s: extended fraction 2.6808, untransformed 0.0685; simulated 0.0736 +- 0.0026
final grain density: 2.833e-08 nm^-3; simulated 2.847e-08 +- 2e-10 nm^-3
grain spacing (density^-1/3): 328.0 nm
z = 200 nm: epitaxial fraction 0.8457; simulated 0.8448 +- 0.0065
z = 300 nm: epitaxial fraction 0.4282; simulated 0.4273 +- 0.0102
z = 400 nm: epitaxial fraction 0.0685; simulated 0.0643 +- 0.0041
mean epitaxial thickness: 283.3 nm; simulated 282.2 +- 2.3 nm
--- temperature: 1000 K
growth speed v: 2.512 nm/s
nucleation rate I: 3.31e-09 nm^-3 s^-1
time scale t0: 65.32 s
half time: 59.6 s; simulated 59.52 s
t = 40 s: extended fraction 0.1406, untransformed 0.8688; simulated 0.8645 +- 0.0031
t = 60 s: extended fraction 0.7118, untransformed 0.4908; simulated 0.4888 +- 0.0050
t = 80 s: extended fraction 2.2495, untransformed 0.1054; simulated 0.1054 +- 0.0037
final grain density: 1.96e-07 nm^-3; simulated 1.959e-07 +- 2e-09 nm^-3
grain spacing (density^-1/3): 172.2 nm
z = 100 nm: epitaxial fraction 0.8711; simulated 0.8646 +- 0.0053
z = 150 nm: epitaxial fraction 0.4972; simulated 0.4894 +- 0.0072
z = 200 nm: epitaxial fraction 0.1099; simulated 0.1046 +- 0.0054
mean epitaxial thickness: 148.7 nm; simulated 148.1 +- 1.0 nm
--- temperature dependence
energy governing mean thickness: 0.500 eV; simulated 0.500 eV
energy governing half time: 3.000 eV; simulated 3.008 eV
--- film with free surface at 900 K
film thickness: 300 nm
epitaxial fraction at film top: 0.6543; simulated 0.6586 +- 0.0083
same height in a deep layer: 0.4282
```
